The Diffusive Goldstone Mode of a Polariton Condensate with a Reservoir

Definitions and conventions

Let ψ(r,t) be the mean field of a scalar polariton condensate in the plane, normalized so that |ψ|² is the number of polaritons per area, and let n_R(r,t) be the density of the incoherent reservoir that feeds it. The model is

iħ ∂ψ/∂t = [−ħ²∇²/2m + g|ψ|² + g_R n_R + (iħ/2)(R n_R − γ)] ψ   (1)

∂n_R/∂t = P − (γ_R + R|ψ|²) n_R   (2)

Here m is the polariton mass, g the polariton-polariton interaction, g_R the interaction with the reservoir, R the coefficient of stimulated scattering into the condensate, and P the pump rate per area. The rates γ and γ_R are the losses of polaritons and of reservoir particles. The factor 1/2 in (1) makes γ the decay rate of the number |ψ|², not of the amplitude ψ.

The constants g, R, γ, γ_R are positive and g_R ≥ 0. The pump is uniform, the reservoir does not diffuse, and noise is left out. Small perturbations vary in time as exp(λt). A frequency ω defined by exp(−iωt) is then ω = iλ: a sound wave has ω ≈ ±ck, while diffusion has ω = −iDk², that is λ = −Dk² with D > 0.

A uniform condensate needs gain equal to loss, R n_R0 = γ. Equation (2) then gives P = (γ_R + R n₀)γ/R, so that

n_R0 = γ/R,  n₀ = (P − P_th)/γ,  P_th = γγ_R/R   (3)

The condensate exists for P > P_th, which is assumed from here on. It oscillates as exp(−iμt/ħ) with μ = g n₀ + g_R n_R0. Two combinations recur:

Γ = γ_R + R n₀ = γ_R P/P_th,  A = γR n₀

The first is the rate at which the reservoir relaxes when the condensate density is held fixed. The second measures how strongly condensate and reservoir densities act on each other.

The result to be derived is

λ = −Dk² + O(k⁴),  D = (gΓ − g_Rγ)/(mγR)   (4)

The mode is never sound-like at small k, but it decays diffusively only under a condition, D > 0. For D < 0 the same branch grows and the uniform condensate is unstable.

First derivation: the characteristic polynomial

Write

ψ = √n₀ exp(−iμt/ħ)(1 + u + iv),  n_R = n_R0 + ν

with u, v and ν real and small. To first order v is the change of phase, and |ψ|² = n₀[(1 + u)² + v²] ≈ n₀(1 + 2u), so 2u is the relative change of density. Insert this in (1) and divide by √n₀ exp(−iμt/ħ). The gain bracket becomes R(n_R0 + ν) − γ = Rν, and the terms with μ cancel against g n₀ + g_R n_R0. What remains at first order is

iħ ∂(u + iv)/∂t = −(ħ²/2m)∇²(u + iv) + 2g n₀u + g_Rν + (iħ/2)Rν

For a ripple cos(k·r), −(ħ²/2m)∇² becomes ε = ħ²k²/2m. The imaginary part gives the equation for u, and the real part, whose left side is −ħ∂v/∂t, gives the one for v:

λu = (ε/ħ)v + Rν/2   (5)

λv = −(ε + 2g n₀)u/ħ − g_Rν/ħ   (6)

In (2) the zeroth-order terms cancel. The product R|ψ|²n_R contributes R n₀ν and R n_R0·2n₀u = 2γn₀u, so

λν = −Γν − 2γn₀u   (7)

At k = 0 the choice u = ν = 0, v ≠ 0 solves all three equations with λ = 0. This is a shift of the global phase, which costs nothing because (1) and (2) do not depend on that phase. The Goldstone mode is the branch that starts from this solution.

For k > 0, equation (7) gives ν = −2γn₀u/(λ + Γ). Put this in (5) and (6):

[λ + A/(λ + Γ)]u = (ε/ħ)v   (8)

λv = −(1/ħ)[ε + 2g n₀ − 2g_Rγn₀/(λ + Γ)]u   (9)

Multiply (9) by ε/ħ and replace (ε/ħ)v by the left side of (8). The amplitude u cannot vanish, since (7) and (5) would then make ν and v vanish too, unless λ = −Γ. Dividing by u and multiplying by λ + Γ gives

λ²(λ + Γ) + Aλ + (ε/ħ²)[(ε + 2g n₀)(λ + Γ) − 2g_Rγn₀] = 0

The left side equals the determinant of the linear system for every λ ≠ −Γ. Both are polynomials, so they agree at λ = −Γ as well and no root is lost. With ω_B² = ε(ε + 2g n₀)/ħ², the squared Bogoliubov frequency of the closed condensate, the powers of λ collect to

λ³ + Γλ² + (A + ω_B²)λ + a₀ = 0   (10)

a₀ = Γω_B² − 2g_Rγn₀ε/ħ² = (ε/ħ²)[Γε + 2n₀(gΓ − g_Rγ)]

Why the root is real. At k = 0 equation (10) factorizes into λ(λ² + Γλ + A) = 0. Since A > 0, zero is a simple root. The other two have sum −Γ and product A, so both have negative real parts. The coefficients of (10) are real and change continuously with k, and complex roots of a real polynomial come in conjugate pairs. The Goldstone root can therefore leave the real axis only after meeting another root, and at k = 0 the others are a finite distance away. Hence λ is real, and ω purely imaginary, over a finite range of k. A law ω ≈ ±ck is excluded there, whatever the speed of the reservoir.

The coefficient. Insert λ = −Dk² − Bk⁴ in (10), using ω_B² = (g n₀/m)k² + (ħ²/4m²)k⁴. At order k² only Aλ and the part of a₀ linear in ε contribute. With ε/ħ² = k²/2m,

−AD + n₀(gΓ − g_Rγ)/m = 0

Dividing by A = γRn₀ removes n₀ and gives D as in (4). At order k⁴ the terms are ΓD² from Γλ², −AB − D g n₀/m from the linear term, and Γħ²/4m² from a₀. Their sum vanishes, so

B = [Γ(D² + ħ²/4m²) − D g n₀/m]/A   (11)

The term λ³ first enters at order k⁶. When D = 0, (11) leaves λ ≈ −Γħ²k⁴/(4m²A): at this marginal point the decay is slower than diffusion.

Stability at every k. Let k > 0. If a₀ < 0, the polynomial in (10) is negative at λ = 0 and positive at large λ, so it has a positive root and the condensate is unstable. If a₀ > 0, all coefficients are positive, so no real root is positive or zero. There remains a possible pair σ ± iτ beside a real root r < 0. Comparing coefficients gives

Γ = −r − 2σ,  A + ω_B² = 2rσ + σ² + τ²,  a₀ = −r(σ² + τ²)

Multiplying the first two and subtracting the third,

Γ(A + ω_B²) − a₀ = −2σ[(r + σ)² + τ²]

From the definition of a₀ the left side is ΓA + 2g_Rγn₀ε/ħ², which is positive. Therefore σ < 0 and the pair decays. Stability is decided by the sign of a₀ alone, and the unstable band is

0 < ε < 2n₀(g_Rγ/Γ − g)   (12)

It is empty when D ≥ 0. With Γ = γ_R P/P_th, the condition D > 0 reads

P/P_th > g_Rγ/(gγ_R)   (13)

Second derivation: the phase as the only slow variable

The same D follows without a characteristic polynomial, from the equations for density and phase. Write ψ = √n exp(iθ − iμt/ħ). Then

iħ(∂ψ/∂t)/ψ = iħ(∂n/∂t)/(2n) − ħ∂θ/∂t + μ

∇²ψ/ψ = ∇²√n/√n − (∇θ)² + i[∇²θ + (∇n·∇θ)/n]

Divide (1) by ψ. The imaginary part, multiplied by 2n/ħ, and the real part are

∂n/∂t = −(ħ/m)∇·(n∇θ) + (R n_R − γ)n   (14)

ħ∂θ/∂t = μ − g n − g_R n_R − (ħ²/2m)(∇θ)² + (ħ²/2m)∇²√n/√n   (15)

Equation (14) is a continuity equation with a source. The source is what separates this condensate from a closed one: density is not conserved, so a density change can disappear on the spot instead of having to flow away.

Consider a phase that varies over lengths of order 1/η, with η small. If the gradients were zero, small deviations of n and n_R from n₀ and n_R0 would die out, because the two nonzero roots at k = 0 are damped. The gradients disturb this balance through ∇²θ in (14), and they enter the phase equation (15) through (∇θ)²; both are of order η². Take therefore n = n₀ + δn and n_R = n_R0 + ν with δn and ν of order η², and let time derivatives count as η², which the result will confirm.

In (14), ∂δn/∂t, ∇·(δn∇θ) and the product Rνδn are of order η⁴. At order η² there remains

0 = −(ħ/m)n₀∇²θ + Rνn₀, so ν = (ħ/mR)∇²θ   (16)

In (2), ∂ν/∂t and Rνδn are also of order η⁴. What remains is 0 = −Γν − R n_R0 δn = −Γν − γδn, hence

δn = −(Γ/γ)ν = −(ħΓ/mγR)∇²θ   (17)

In (15) the last term contains ∇²δn, again of order η⁴. Since μ cancels the uniform part,

ħ∂θ/∂t = −gδn − g_Rν − (ħ²/2m)(∇θ)²

Insert (16) and (17). The first two terms give (ħ/mR)(gΓ/γ − g_R)∇²θ, and division by ħ yields

∂θ/∂t = D∇²θ − (ħ/2m)(∇θ)²,  D = (gΓ − g_Rγ)/(mγR)   (18)

Both terms on the right are of order η², as assumed for the time derivative. For a phase ripple of small amplitude the quadratic term drops out and λ = −Dk², in agreement with (4).

The steps show the mechanism. The flow velocity is (ħ/m)∇θ, so polaritons stream towards a maximum of the phase, where ∇²θ < 0. By (16) the reservoir there is depleted until the reduced gain removes the inflow, and by (17) this depletion goes with a raised condensate density. The raised density increases the energy g n, which makes the phase at the maximum fall behind its surroundings, and the ripple flattens. The depleted reservoir lowers the energy g_R n_R and acts the other way. The sign of D says which effect is larger.

For a ripple θ = v cos(k·r), (17) gives δn = (ħΓk²/mγR)θ. Since δn = 2n₀u, the relative amplitude is

u/v = εΓ/(ħA)   (19)

which is also (8) with λ neglected. The density follows the phase and is smaller by a factor proportional to k². In a sound wave density and phase are two dynamical variables that exchange energy; here just one is left.

Where propagation begins

If the reservoir is fast, the whole crossover can be seen in a quadratic equation. Let |λ| ≪ Γ and A ≪ Γ², and replace λ + Γ by Γ in (8) and (9). The same elimination gives

λ² + Γ_eff λ + (ε/ħ²)(ε + 2g_eff n₀) = 0   (20)

Γ_eff = A/Γ = γ(1 − P_th/P),  g_eff = g − g_Rγ/Γ

The second form of Γ_eff uses R n₀ = Γ − γ_R and γ_R/Γ = P_th/P. Equation (20) describes a damped oscillator:

λ = −Γ_eff/2 ± √[Γ_eff²/4 − (ε/ħ²)(ε + 2g_eff n₀)]

For g_eff > 0 the root is real at small k and becomes complex when the bracket changes sign, at

ε_c = −g_eff n₀ + √[(g_eff n₀)² + (ħΓ_eff/2)²],  k_c = √(2mε_c)/ħ   (21)

Below k_c a ripple is overdamped; above it the ripple propagates while it decays. Expanding the upper root for small k gives λ ≈ −c_eff²k²/Γ_eff with c_eff² = g_eff n₀/m. Inserting the definitions,

c_eff²/Γ_eff = (n₀/m)(g − g_Rγ/Γ)·Γ/(γRn₀) = (gΓ − g_Rγ)/(mγR) = D

The fast-reservoir equation thus reproduces the full D, although it is approximate at larger k.

The closed condensate is a different limit. Let γ → 0 with n₀ and k > 0 fixed, which means a fixed ratio P/P_th. Then A → 0 and (10) becomes (λ + Γ)(λ² + ω_B²) = 0, so that λ = ±iω_B and Bogoliubov sound returns. At the same time k_c shrinks to zero and D diverges. The limits γ → 0 and k → 0 do not commute: for any γ > 0, however small, the Goldstone branch does not propagate at sufficiently long wavelengths.

A numerical example

Take round model parameters: m = 5×10⁻⁵ electron masses, so ħ/m = 2.315 µm²/ps; g = 5 µeV µm², g_R = 10 µeV µm², R = 0.1 µm²/ps, γ = 1 ps⁻¹ and P = 2P_th. For a fast reservoir with γ_R = 10 ps⁻¹, equation (3) gives P = 200 µm⁻² ps⁻¹ and n₀ = 100 µm⁻². Then Γ = 10 + 0.1×100 = 20 ps⁻¹ and A = 1×0.1×100 = 10 ps⁻². With ħ = 0.6582 meV ps,

D = (ħ/m)(gΓ − g_Rγ)/(ħγR)
 = 2.315×(0.100 − 0.010)/(0.6582×1×0.1)
 = 3.17 µm²/ps = 3.17×10⁴ cm²/s

The reservoir interaction lowers D by a tenth of the value it would have for g_R = 0. The right side of (13) is 10×1/(5×10) = 0.2, so this condensate is stable at every pump above threshold. A reservoir this fast is a model choice: in real microcavities the exciton reservoir usually lives longer than the polaritons, and for γ_R = γ/10 with g_R = 2g condition (13) requires P > 20P_th. Condition (13) also holds only for the model (1) and (2); a polariton loss that rises with wavevector as γ + γ₂k² adds γ₂/2 to D and can stabilize a condensate that (13) calls unstable.

The roots of (10) on the Goldstone branch, in ps⁻¹ with k in µm⁻¹, are:

k = 0.02: λ = −0.00127; −Dk² = −0.00127
k = 0.05: λ = −0.00806; −Dk² = −0.00792
k = 0.10: λ = −0.0342; −Dk² = −0.0317
k = 0.15: λ = −0.0875; −Dk² = −0.0712
k = 0.25: λ = −0.257 ± 0.202i
k = 0.50: λ = −0.257 ± 0.653i

While the root is real, the decay is faster than −Dk², in the direction that the positive B = 22.2 µm⁴/ps gives at small k; at k = 0.50 µm⁻¹, where −Dk² = −0.791 ps⁻¹, it is much slower. At k = 0.05 µm⁻¹ the correction Bk⁴ is 0.00014 ps⁻¹, which accounts for the difference in the list. Between 0.15 and 0.25 µm⁻¹ the root turns complex. The full cubic puts this point at k_c = 0.198 µm⁻¹, a wavelength of 31.7 µm, and (21) puts it at 0.196 µm⁻¹. On a ring of circumference below 31.7 µm, the smallest nonzero wavevector already exceeds k_c, and the diffusive range cannot be seen.

At k = 0.25 and 0.50 µm⁻¹, both above k_c, (20) predicts a decay rate Γ_eff/2 = 0.250 ps⁻¹, while the cubic gives 0.257 ps⁻¹. At much larger k, where |λ| is no longer small against Γ, (20) does not apply. The difference comes from the delay of the reservoir. Keeping the next term in 1/(λ + Γ) ≈ 1/Γ − λ/Γ² changes the coefficient of λ² in (20) from 1 to 1 − A/Γ² = 0.975, and 0.250/0.975 = 0.256. The same expansion adds 2g_Rγn₀ε/(ħΓ)² to the coefficient of λ, a smaller effect that grows as k². With it the rate becomes 0.2567 ps⁻¹ at k = 0.25 µm⁻¹ and 0.2575 ps⁻¹ at k = 0.50 µm⁻¹, against 0.2568 and 0.2574 ps⁻¹ from the cubic.

The nonlinear equations (1) and (2) were also integrated in time from a phase ripple of 10⁻³ rad at k = 0.05 µm⁻¹. The ripple decayed at 0.00806 ps⁻¹, the value from the cubic. The ratio u/v was 0.00588, against 0.00579 from (19). The excess of 1.6 % is the effect of the λ neglected in (8): restoring it replaces A/Γ = 0.500 by about 0.492 ps⁻¹. For comparison, at k = 0.10 µm⁻¹ the closed condensate of equal density oscillates at ω_B = 0.133 ps⁻¹, whereas the pumped one does not oscillate at all.

Now slow the reservoir to γ_R = 0.5 ps⁻¹ and keep everything else, including P = 2P_th. Then n₀ = 5 µm⁻² and Γ = 1 ps⁻¹. The numerator of D becomes 0.005 − 0.010 = −0.005 meV µm²/ps, and D = −0.176 µm²/ps. From (12) the band extends to ε = 2×5×(10 − 5) = 50 µeV, or k = 0.256 µm⁻¹. The largest growth rate is 0.0028 ps⁻¹, at k = 0.18 µm⁻¹, so a ripple needs about 350 ps to grow by a factor e. Linear theory does not say what state follows. By (13) the uniform condensate is stable above P = 4P_th; at 6P_th, D = +0.176 µm²/ps.

The band (12) was tested on 200 random parameter sets, each with its own random ring length, by linearizing (1) and (2) numerically on that periodic grid and asking whether the smallest nonzero wavevector lies in the band. Stable here means stable on that ring, which is possible also for D < 0. It classified all of them correctly, 170 as stable and 30 as unstable. These counts are in the numerical output.

What each derivation assumes

Both derivations rest on the mean-field equations with a uniform pump, an immobile reservoir and no noise, and both need A > 0, that is, a condensate above threshold with real loss. Neither needs a fast reservoir for the value of D. In the slow example A = 0.5 ps⁻² exceeds Γ²/4, so the uniform density and reservoir perturbations oscillate as they decay; the Goldstone root is real at small k all the same. In that example it has no k_c: it stays real as k grows and approaches −Γ, while the propagating waves at large k develop from the pair that is already complex at k = 0.

The first derivation assumes small amplitudes and no particular wavelength. It therefore gives the correction B, the onset of propagation and the complete unstable band, but it says nothing about large phase differences.

The second assumes long wavelengths and slow changes, and it takes from the k = 0 problem the fact that density and reservoir relax. In return the phase may vary by many radians across the sample, provided its gradient stays small, and the quadratic term in (18) then matters. It fails near a vortex core, where n goes to zero and δn is not small, and at k near k_c, where the density is no longer slaved to the phase. Equation (18) gives the initial growth of long ripples when D < 0, but not the upper edge of the band, because the term with ε² that stabilizes short waves is of order η⁴ and has been dropped.

Computed results

```
mass / electron mass = 5.0e-05
hbar = 0.658212 meV ps; hbar/m = 2.3154 um^2/ps
g = 5.0, gR = 10.0 ueV um^2
R = 0.10 um^2/ps; gamma = 1.00 1/ps
FAST RESERVOIR
gammaR = 10.00 1/ps; P/Pth = 2.00
pump rate P = 200.00 1/(um^2 ps)
n0 = 100.00, nR0 = 10.00 1/um^2; mu = 0.6000 meV
Gamma = 20.000 1/ps; A = 10.000 1/ps^2
A/Gamma^2 = 0.0250
damped roots at k=0: -19.4868, -0.5132 1/ps
D = 3.1659 um^2/ps = 31659 cm^2/s
quartic coefficient B = 22.169 um^4/ps
Gamma_eff = 0.5000 1/ps; g_eff = 4.500 ueV um^2
c_eff = 1.2581 um/ps
k_c full = 0.1981, fast-reservoir limit = 0.1956 1/um
wavelength at k_c = 31.71 um
k (1/um) | Re lambda | |Im lambda| | -D k^2  (1/ps)
0.02 | -0.001270 | 0.000000 | -0.001266
0.05 | -0.008058 | 0.000000 | -0.007915
0.10 | -0.034202 | 0.000000 | -0.031659
0.15 | -0.087473 | 0.000000 | -0.071232
0.25 | -0.256801 | 0.202405 | -0.197867
0.50 | -0.257408 | 0.652616 | -0.791469
time evolution, k = 0.05 1/um, phase ripple 1e-03 rad
rate measured -0.008058, from cubic -0.008058 1/ps
u/v measured 0.005881, leading formula 0.005788
closed limit, k = 0.10 1/um: omega_B = 0.13312 1/ps
random stability cases: 170 stable, 30 unstable
SLOW RESERVOIR
gammaR = 0.50 1/ps; P/Pth = 2.00
n0 = 5.00 1/um^2; Gamma = 1.000 1/ps
D = -0.1759 um^2/ps
band edge: 50.00 ueV, k = 0.2562 1/um
largest growth 0.00284 1/ps at k = 0.1806 1/um
critical P/Pth = 4.00
D at P/Pth = 6.00: 0.1759 um^2/ps
```
